**Measured and predicted convergence of two-configuration SCF for H2**

The program alternates a closed-form CI for $a|g\bar g|+b|u\bar u|$ with diagonalization of the pair Fock operators $F_g=a^2(h+J_g)+abK_u$ and $F_u=b^2(h+J_u)+abK_g$. Here $h$ is the one-electron operator, and $J$ and $K$ are Coulomb and exchange operators. The predicted error factor is the spectral radius of $M=1-D^{-1}A$, where $D$ contains four times the Fock gaps and $A$ is the orbital Hessian after the CI response is eliminated. The program asserts that gradients, Hessians and the Jacobian of the cycle agree with finite differences, and that long runs show the predicted rate. It also asserts agreement with a scan over both orbital angles, with CASSCF(2,2) energies at two bond lengths, and with the separated-atom limit from atomic integrals. In the 6-31G basis the factor is 0.264 at 1 bohr, about 0.218 at 2 and 3 bohr, and 0.316 at 10 bohr. For separated atoms it tends to 0.362.

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

## Numerical verification

```python
# Two-configuration SCF for H2: Psi = a |g gbar| + b |u ubar|, 6-31G basis.
# Result under test: the cycle "closed-form 2x2 CI, then lowest eigenvectors
# of the pair Fock operators
#   F_g = a^2 (h + J_g) + a b K_u,   F_u = b^2 (h + J_u) + a b K_g"
# converges linearly, with the spectral radius of M = 1 - D^-1 A as its rate.
# D = 4 diag(gaps of F_g, F_u); A = orbital Hessian after eliminating the CI.
# Each symmetry has two functions: one angle per orbital, one partner (g', u').
# a = cos(phi), b = sin(phi). Energies in hartree, lengths in bohr.
# High-precision arithmetic lets a rate be followed over many cycles.
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from mpmath import mp
from pyscf import gto, scf, mcscf, fci

mp.dps = 400
BASIS = "6-31g"
to_mp = np.vectorize(lambda x: mp.mpf(float(x)), otypes=[object])


def transform(eri, c1, c2, c3, c4):
    return np.einsum("abcd,ap,bq,cr,ds->pqrs", eri, c1, c2, c3, c4)


def symmetrize(t):
    """Remove rounding-level asymmetry of (pq|rs)."""
    t = (t + t.transpose(1, 0, 2, 3)) / 2
    t = (t + t.transpose(0, 1, 3, 2)) / 2
    return (t + t.transpose(2, 3, 0, 1)) / 2


def molecule(R):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                 basis=BASIS, verbose=0)


def integrals(R):
    """Integrals over core-Hamiltonian orbitals of each inversion symmetry."""
    mol = molecule(R)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    s, eri = mol.intor("int1e_ovlp"), mol.intor("int2e")
    coeff, core = [], []
    for sign in (1, -1):
        p = np.vstack([np.eye(2), sign * np.eye(2)])
        e, v = eigh(p.T @ h @ p, p.T @ s @ p)
        c = p @ v
        c = c * np.where(c[0] < 0, -1.0, 1.0)
        coeff.append(c)
        core.append(np.diag(e))
    cg, cu = coeff
    x = transform(eri, cg, cu, cg, cu).transpose(0, 2, 1, 3)
    x = (x + x.transpose(1, 0, 3, 2)) / 2      # x[p,q,r,s] = (p r | q s)
    raw = dict(hg=core[0], hu=core[1],
               gggg=symmetrize(transform(eri, cg, cg, cg, cg)),
               uuuu=symmetrize(transform(eri, cu, cu, cu, cu)), x=x)
    ints = SimpleNamespace(**{k: to_mp(v) for k, v in raw.items()})
    ints.raw, ints.nuc = raw, mp.mpf(float(mol.energy_nuc()))
    return ints


def turn(angle):
    c, s = mp.cos(angle), mp.sin(angle)
    return np.array([c, s], dtype=object), np.array([-s, c], dtype=object)


def fields(I, tg, tu):
    g, u = turn(tg)[0], turn(tu)[0]
    return (g, u, I.gggg @ g @ g, I.x @ u @ u, I.uuuu @ u @ u,
            I.x.transpose(2, 3, 0, 1) @ g @ g)


def ci_matrix(I, tg, tu):
    g, u, Jg, Ku, Ju, Kg = fields(I, tg, tu)
    return (2 * (g @ I.hg @ g) + g @ Jg @ g,
            2 * (u @ I.hu @ u) + u @ Ju @ u, g @ Ku @ g)


def solve_ci(I, tg, tu):
    """CI angle, lower root with nuclear repulsion, gap between the roots."""
    h11, h22, k = ci_matrix(I, tg, tu)
    gap = mp.sqrt((h22 - h11) ** 2 + 4 * k ** 2)
    return -mp.atan2(2 * k, h22 - h11) / 2, (h11 + h22 - gap) / 2 + I.nuc, gap


def energy(I, tg, tu, phi):
    h11, h22, k = ci_matrix(I, tg, tu)
    a, b = mp.cos(phi), mp.sin(phi)
    return a * a * h11 + b * b * h22 + 2 * a * b * k + I.nuc


def pair_focks(I, tg, tu, phi):
    g, u, Jg, Ku, Ju, Kg = fields(I, tg, tu)
    a, b = mp.cos(phi), mp.sin(phi)
    return (a * a * (I.hg + Jg) + a * b * Ku,
            b * b * (I.hu + Ju) + a * b * Kg)


def orbital_step(I, tg, tu, phi):
    """Angles of the lowest eigenvectors of both 2x2 pair Fock matrices."""
    return [mp.atan2(-2 * F[0, 1], F[1, 1] - F[0, 0]) / 2
            for F in pair_focks(I, tg, tu, phi)]


def cycle(I, tg, tu):
    return orbital_step(I, tg, tu, solve_ci(I, tg, tu)[0])


def linear_theory(I, tg, tu):
    """Hessians and rates from the derived integral formulas."""
    phi, etot, omega = solve_ci(I, tg, tu)
    a, b = mp.cos(phi), mp.sin(phi)
    (g, g2), (u, u2) = turn(tg), turn(tu)
    Ku, Kg = fields(I, tg, tu)[3], fields(I, tg, tu)[5]
    Fg, Fu = pair_focks(I, tg, tu, phi)
    q = SimpleNamespace(phi=phi, a=float(a), b=float(b),
                        E=float(etot), omega=float(omega))
    q.dg = float(g2 @ Fg @ g2 - g @ Fg @ g)
    q.du = float(u2 @ Fu @ u2 - u @ Fu @ u)
    q.Kgg = float(g @ (I.gggg @ g2 @ g) @ g2)
    q.Kuu = float(u @ (I.uuuu @ u2 @ u) @ u2)
    q.kg, q.ku = float(g2 @ Ku @ g), float(u2 @ Kg @ u)
    q.X = float(g @ (I.x @ u2 @ u) @ g2 + g @ (I.x @ u @ u2) @ g2)
    off = 4 * q.a * q.b * q.X
    q.H = np.array([[4 * q.dg + 8 * q.a ** 2 * q.Kgg, off],
                    [off, 4 * q.du + 8 * q.b ** 2 * q.Kuu]])
    w = np.array([q.kg, -q.ku])
    q.A = q.H - 8 / q.omega * np.outer(w, w)
    D = 4 * np.array([[q.dg], [q.du]])
    q.M, q.M_frozen = np.eye(2) - q.A / D, np.eye(2) - q.H / D
    q.mu = np.sort(np.linalg.eigvals(q.M).real)
    q.rate = max(abs(q.mu))
    q.frozen = max(abs(np.linalg.eigvals(q.M_frozen)))
    q.full = 8 / q.omega * w @ np.linalg.solve(q.H, w)
    return q


def jacobian(step, tg, tu):
    d, cols = mp.mpf(10) ** -12, []
    for dg, du in ((d, 0), (0, d)):
        plus, minus = step(tg + dg, tu + du), step(tg - dg, tu - du)
        cols.append([float(mp.tan(p - m) / (2 * d))
                     for p, m in zip(plus, minus)])
    return np.array(cols).T


def run(I, cycles=160):
    path = [(mp.mpf("0.2"), mp.mpf(0))]
    for _ in range(cycles):
        path.append(tuple(cycle(I, *path[-1])))
    return path


def measured_rates(I, path, first=40, last=80):
    """Mean factor per cycle of the angle steps and of the energy steps."""
    def angle_step(n):
        return mp.sqrt(sum(mp.tan(x - y) ** 2
                           for x, y in zip(path[n + 1], path[n])))

    def energy_step(n):
        return abs(solve_ci(I, *path[n + 1])[1] - solve_ci(I, *path[n])[1])
    power = mp.mpf(1) / (last - first)
    return [float((f(last) / f(first)) ** power)
            for f in (angle_step, energy_step)]


def scan_minimum(I, n=181):
    """Lowest CI root on a grid of both orbital angles."""
    t = np.arange(n) * np.pi / n
    v, r = np.array([np.cos(t), np.sin(t)]).T, I.raw
    diag = [2 * np.einsum("np,pq,nq->n", v, r[h], v)
            + np.einsum("pqrs,np,nq,nr,ns->n", r[w], v, v, v, v)
            for h, w in (("hg", "gggg"), ("hu", "uuuu"))]
    mat = np.empty((n, n, 2, 2))
    mat[..., 0, 0], mat[..., 1, 1] = diag[0][:, None], diag[1][None, :]
    vv = np.einsum("np,nq->npq", v, v)
    k = np.einsum("npq,pqrs->nrs", vv, r["x"])
    mat[..., 0, 1] = mat[..., 1, 0] = np.einsum("nrs,mrs->nm", k, vv)
    return np.linalg.eigvalsh(mat)[..., 0].min() + float(I.nuc)


def check_gradient(I):
    tg, tu, phi, d = mp.mpf("0.3"), mp.mpf("-0.4"), mp.mpf("-0.25"), mp.mpf(10) ** -12
    Fg, Fu = pair_focks(I, tg, tu, phi)
    (g, g2), (u, u2) = turn(tg), turn(tu)
    num_g = (energy(I, tg + d, tu, phi) - energy(I, tg - d, tu, phi)) / (2 * d)
    num_u = (energy(I, tg, tu + d, phi) - energy(I, tg, tu - d, phi)) / (2 * d)
    assert abs(num_g - 4 * (g2 @ Fg @ g)) < 1e-12
    assert abs(num_u - 4 * (u2 @ Fu @ u)) < 1e-12
    a, b = mp.cos(phi), mp.sin(phi)
    total = (g @ Fg @ g + u @ Fu @ u + a * a * (g @ I.hg @ g)
             + b * b * (u @ I.hu @ u) + I.nuc)
    assert abs(total - energy(I, tg, tu, phi)) < 1e-12


def check_hessian(I, tg, tu, q):
    d, x0 = mp.mpf(10) ** -12, [tg, tu, q.phi]
    num = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            acc = mp.mpf(0)
            for si in (1, -1):
                for sj in (1, -1):
                    x = list(x0)
                    x[i] += si * d
                    x[j] += sj * d
                    acc += si * sj * energy(I, *x)
            num[i, j] = float(acc / (4 * d * d))
    formula = np.zeros((3, 3))
    formula[:2, :2] = q.H
    formula[2, :2] = formula[:2, 2] = [4 * q.kg, -4 * q.ku]
    formula[2, 2] = 2 * q.omega
    assert np.allclose(num, formula, atol=1e-8, rtol=1e-8)


def full_alternation(I, tg, tu, phi):
    """d(phi_new)/d(phi) when orbitals are fully optimized at fixed phi."""
    d, out = mp.mpf(10) ** -8, []
    for sign in (1, -1):
        x = (tg, tu)
        for _ in range(100):
            x = orbital_step(I, *x, phi + sign * d)
        out.append(solve_ci(I, *x)[0])
    return float((out[0] - out[1]) / (2 * d))


def study(R):
    I = integrals(R)
    path = run(I)
    tg, tu = path[-1]
    q = linear_theory(I, tg, tu)
    q.measured, q.measured_E = measured_rates(I, path)
    check_gradient(I)
    check_hessian(I, tg, tu, q)
    assert q.dg > 0 and q.du > 0 and np.linalg.eigvalsh(q.A)[0] > 0
    assert np.allclose(jacobian(lambda x, y: cycle(I, x, y), tg, tu),
                       q.M, atol=1e-8)
    assert np.allclose(jacobian(lambda x, y: orbital_step(I, x, y, q.phi),
                                tg, tu), q.M_frozen, atol=1e-8)
    # a finite window keeps a trace of the second mode, hence 2 and 4 percent
    assert abs(q.measured / q.rate - 1) < 0.02
    assert abs(q.measured_E / q.rate ** 2 - 1) < 0.04
    assert abs(full_alternation(I, tg, tu, q.phi) - q.full) < 1e-7
    # the grid can miss the minimum by about half a spacing in each angle
    assert -1e-9 < scan_minimum(I) - q.E < 2e-3
    q.errors = [float(solve_ci(I, *p)[1] - solve_ci(I, tg, tu)[1])
                for p in path[:7]]
    return q


lengths = [1.0, 1.4, 2.0, 3.0, 4.0, 6.0, 10.0]
res = {R: study(R) for R in lengths}

# Separate program for the same wavefunction, and full CI in the same basis
for R in (1.4, 3.0):
    mf = scf.RHF(molecule(R))
    mf.conv_tol = 1e-12
    mf.kernel()
    mc = mcscf.CASSCF(mf, 2, 2)
    mc.fix_spin_(ss=0)
    mc.conv_tol = 1e-10
    e_cas = mc.kernel()[0]
    assert abs(e_cas - res[R].E) < 1e-7
    if R == 1.4:
        e_hf, e_cas_14 = mf.e_tot, e_cas
        e_fci = fci.FCI(mf).kernel()[0]
        assert e_fci < res[R].E < e_hf

# Separated-atom limit from integrals of one atom only
atom = gto.M(atom="H 0 0 0", basis=BASIS, spin=1, verbose=0)
e_at, c_at = eigh(atom.intor("int1e_kin") + atom.intor("int1e_nuc"),
                  atom.intor("int1e_ovlp"))
w_at = transform(atom.intor("int2e"), c_at, c_at, c_at, c_at)
J0, j, kap, lam = w_at[0, 0, 0, 0], w_at[0, 0, 1, 1], w_at[0, 1, 0, 1], w_at[0, 0, 0, 1]
dh = e_at[1] - e_at[0]
den = 2 * dh + j - kap
mu_same = (j - kap) / den
mu_opposite = -(j + 3 * kap - 4 * lam ** 2 / J0) / den
full_limit = 2 * lam ** 2 / (J0 * (dh + j + kap))
far = study(1.0e4)
# remaining corrections are of order 1/R = 1e-4
assert np.allclose(far.mu, np.sort([mu_same, mu_opposite]), atol=1e-3)
assert abs(far.full - full_limit) < 1e-3
assert abs(far.E - 2 * e_at[0]) < 1e-6

print("H2, 6-31G; R in bohr, E and CI gap in hartree")
print("   R       E          a        b      CI gap")
for R, q in res.items():
    print(f"{R:5.1f} {q.E:11.6f} {q.a:8.5f} {q.b:8.5f} {q.omega:8.5f}")
print("Error factor per cycle (no unit); R in bohr")
print("   R  measured predicted frozen-CI full-orb  energy")
for R, q in res.items():
    print(f"{R:5.1f} {q.measured:8.5f} {q.rate:8.5f} {q.frozen:8.5f}"
          f" {q.full:9.6f} {q.measured_E:9.6f}")
print("Matrix M and its eigenvalues (no unit); R in bohr")
print("   R     M_gg     M_uu     M_gu     M_ug     mu1      mu2")
for R, q in res.items():
    m = q.M
    print(f"{R:5.1f} {m[0,0]:8.5f} {m[1,1]:8.5f} {m[0,1]:8.5f}"
          f" {m[1,0]:8.5f} {q.mu[0]:8.5f} {q.mu[1]:8.5f}")
q = res[1.4]
print("At R = 1.4 bohr, in hartree:")
print(f"gap of F_g {q.dg:.6f}, gap of F_u {q.du:.6f}")
print(f"(gg'|gg') {q.Kgg:.6f}, (uu'|uu') {q.Kuu:.6f}")
print(f"k_g {q.kg:.6f}, k_u {q.ku:.6f}, X {q.X:.6f}")
print(f"RHF energy {e_hf:.6f}, CASSCF(2,2) {e_cas_14:.6f}")
print(f"full CI energy, same basis {e_fci:.6f}")
for n, err in enumerate(q.errors):
    print(f"energy error after cycle {n}: {err:.3e} hartree")
print("Separated atoms, atomic integrals in hartree:")
print(f"atom energy {e_at[0]:.6f}, one-electron gap {dh:.6f}")
print(f"J0 {J0:.6f}, j {j:.6f}, kappa {kap:.6f}, |lambda| {abs(lam):.6f}")
print(f"limit eigenvalues {mu_same:.5f} and {mu_opposite:.5f} (no unit)")
print(f"at R = 10000 bohr {far.mu[1]:.5f} and {far.mu[0]:.5f} (no unit)")
print(f"full-orbital rate: limit {full_limit:.6f}, far {far.full:.6f}")
print("no test failed")
```

Running it gives:

```
H2, 6-31G; R in bohr, E and CI gap in hartree
   R       E          a        b      CI gap
  1.0   -1.092251  0.99716 -0.07527  2.43086
  1.4   -1.146248  0.99393 -0.10997  1.62397
  2.0   -1.114990  0.98362 -0.18025  0.97593
  3.0   -1.044047  0.93942 -0.34276  0.55496
  4.0   -1.009371  0.85915 -0.51172  0.44631
  6.0   -0.997054  0.74325 -0.66902  0.46464
 10.0   -0.996466  0.70758 -0.70663  0.52871
Error factor per cycle (no unit); R in bohr
   R  measured predicted frozen-CI full-orb  energy
  1.0  0.26444  0.26444  0.30051  0.157695  0.069931
  1.4  0.24836  0.24836  0.31570  0.154637  0.061681
  2.0  0.21824  0.21824  0.32996  0.129229  0.047630
  3.0  0.21815  0.21815  0.35125  0.101767  0.047588
  4.0  0.23890  0.23890  0.37873  0.101615  0.057072
  6.0  0.27885  0.27885  0.41317  0.095600  0.077756
 10.0  0.31612  0.31612  0.43146  0.080574  0.099931
Matrix M and its eigenvalues (no unit); R in bohr
   R     M_gg     M_uu     M_gu     M_ug     mu1      mu2
  1.0 -0.24777  0.08791  0.00856  0.68649 -0.26444  0.10459
  1.4 -0.21801  0.05610  0.01381  0.66924 -0.24836  0.08645
  2.0 -0.15342 -0.00526  0.02410  0.57283 -0.21824  0.05957
  3.0 -0.08897 -0.06410  0.05283  0.37665 -0.21815  0.06507
  4.0 -0.07093 -0.07530  0.10470  0.26245 -0.23890  0.09266
  6.0 -0.07219 -0.07634  0.19385  0.21589 -0.27885  0.13032
 10.0 -0.07989 -0.07997  0.23606  0.23632 -0.31612  0.15625
At R = 1.4 bohr, in hartree:
gap of F_g 0.947597, gap of F_u 0.019548
(gg'|gg') 0.108585, (uu'|uu') 0.092643
k_g 0.080384, k_u 0.052059, X 0.166831
RHF energy -1.126743, CASSCF(2,2) -1.146248
full CI energy, same basis -1.151679
energy error after cycle 0: 2.669e-01 hartree
energy error after cycle 1: 1.474e-02 hartree
energy error after cycle 2: 7.954e-04 hartree
energy error after cycle 3: 4.917e-05 hartree
energy error after cycle 4: 3.012e-06 hartree
energy error after cycle 5: 1.859e-07 hartree
energy error after cycle 6: 1.147e-08 hartree
Separated atoms, atomic integrals in hartree:
atom energy -0.498233, one-electron gap 0.959168
J0 0.628712, j 0.611683, kappa 0.156425, |lambda| 0.186175
limit eigenvalues 0.19180 and -0.36250 (no unit)
at R = 10000 bohr 0.19177 and -0.36246 (no unit)
full-orbital rate: limit 0.063835, far 0.063849
no test failed
```
